# Thermal and trap-assisted tunnelling dark counts in a silicon single-photon detector

Before calculating the dark-count rate of a silicon avalanche detector, one must decide whether the traps in its depleted layer may be given their zero-field emission rates. If they may, the layer's volume, the intrinsic density, a generation lifetime and a triggering probability give the count rate due to these traps. If not, the same traps emit faster because carriers tunnel out of them, and a purely thermal budget can miss most of the counts.

## The estimate on one page

Take a depleted silicon layer at 300 K, of diameter 20 µm and width $W=1$ µm, in a uniform field $F=3.5\times10^5$ V/cm. These and the following values are round model parameters. The volume is $V=AW=3.14\times10^{-10}$ cm³. With $n_i=10^{10}$ cm⁻³ and $\tau_g=10$ ms, the thermal generation rate is

$$
\frac{n_iV}{\tau_g}=\frac{10^{10}\times3.14\times10^{-10}}{10^{-2}}\ \mathrm{s^{-1}}=314\ \mathrm{s^{-1}}.
$$

If roughly half of these events start an avalanche, there are about 150 thermal dark counts per second.

For tunnelling, consider an electron thermally lifted to an energy $kT=25.9$ meV below the conduction-band edge. The field tilts the edge, so the remaining barrier is only $kT/(qF)=0.74$ nm long. Such a barrier is rather transparent. Stopping below the edge also costs less thermal energy, so these paths can compete with emission over the edge. How strongly they do so requires an integral over energy.

## Generation by a trap in a depleted layer

Let a trap have energy $E_t$, let $E_i$ be the intrinsic level, and define $\varepsilon=(E_t-E_i)/kT$. Any degeneracy factor is absorbed in $E_t$. The electron capture rate of an empty trap is $c_nn$, and the hole capture rate of an occupied trap is $c_pp$. The emission rates are $e_n$ and $e_p$.

In equilibrium, electron emission and capture balance: $e_nf=c_nn(1-f)$, where $f$ is the occupancy. Since $f/(1-f)=e^{(E_F-E_t)/kT}$ and $n=n_ie^{(E_F-E_i)/kT}$,

$$
e_n=c_nn\frac{1-f}{f}=c_nn_ie^{\varepsilon}.
$$

For holes, $e_p(1-f)=c_ppf$ and $p=n_ie^{(E_i-E_F)/kT}$, so $e_p=c_pn_ie^{-\varepsilon}$.

In the depleted layer $n,p\ll n_i$, and for a trap near midgap capture can be dropped. An occupied trap waits on average $1/e_n$ to emit its electron. The empty trap then waits $1/e_p$ to emit a hole, which makes it occupied again. With trap density $N_t$ and $\tau_{n,p}=1/(c_{n,p}N_t)$, the number of complete cycles per volume and time is

$$
G=\frac{N_t}{1/e_n+1/e_p}
=\frac{n_i}{\tau_ne^{-\varepsilon}+\tau_pe^{\varepsilon}} .
$$

At midgap, $\varepsilon=0$ and $G=n_i/\tau_g$ with $\tau_g=\tau_n+\tau_p$. For equal lifetimes $\tau_0$ the denominator is $2\tau_0\cosh\varepsilon$, so moving the trap away from midgap lowers the thermal rate. From here on the traps are identical, at midgap, with equal capture coefficients.

## What one cycle contributes

Let $P_e(x)$ and $P_h(x)$ be the probabilities that a single electron or hole released at $x$ starts a self-sustaining avalanche. If both were released together, the probability of a count would be

$$
P=1-(1-P_e)(1-P_h)=P_e+P_h-P_eP_h.
$$

A trap does not release them together. For a capture cross-section of $10^{-15}$ cm² and a thermal speed of $10^7$ cm/s, $c=10^{-8}$ cm³/s and $e_n=e_p=cn_i=100$ s⁻¹. The mean wait between emissions is 10 ms, and still 0.71 ms with the tunnelling found below. A dead time of 100 ns is far shorter. The two carriers therefore have separate chances, and a cycle gives on average $P_e+P_h$ counts. The primary rate is

$$
R=AWG\,\eta,\qquad
\eta=\langle P_e\rangle+\langle P_h\rangle,
$$

where brackets denote the average over depth for uniformly distributed traps. Here $\eta$ is a mean number of counts per cycle, not a probability, and it may exceed one. An event simulation of one trap with unequal emission rates and this dead time confirms the sum and excludes the pair formula.

## The triggering probabilities

Electrons drift towards $x=W$ and holes towards $x=0$. Their ionization probabilities per length, $\alpha$ and $\beta$, are taken as constant and independent of a carrier's history.

Write $a=1-P_e$ and $b=1-P_h$ for the failure probabilities. In a step $dx$ an electron either does not ionize, or becomes two electrons and a hole, all of which must fail:

$$
a(x)=(1-\alpha dx)\,a(x+dx)+\alpha dx\,a^2b .
$$

Expanding $a(x+dx)=a+a'dx$ and keeping first order gives $a'=\alpha a(1-ab)$. A hole moves the other way:

$$
b(x)=(1-\beta dx)\,b(x-dx)+\beta dx\,b^2a,
$$

so $b'=-\beta b(1-ab)$. A carrier at its exit cannot ionize, hence $a(W)=1$ and $b(0)=1$.

Now let $S=ab=1-P$ and $\delta=\alpha-\beta>0$. Adding the logarithmic derivatives,

$$
\frac{d\ln a}{dx}=\alpha(1-S),\quad
\frac{d\ln b}{dx}=-\beta(1-S),\quad
\frac{d\ln S}{dx}=\delta(1-S).
$$

Dividing the first two equations by the third and using the boundary values,

$$
1-P_e=\left(\frac{S}{S_W}\right)^{\alpha/\delta},\qquad
1-P_h=\left(\frac{S}{S_0}\right)^{-\beta/\delta},
$$

with $S_0=S(0)$ and $S_W=S(W)$. At $x=W$, $a=1$ and so $S_W=b(W)=(S_W/S_0)^{-\beta/\delta}$. Collecting powers of $S_W$, with $1+\beta/\delta=\alpha/\delta$, gives

$$
S_W=S_0^{\beta/\alpha}.
$$

The equation for $S$ separates as $dS/[S(1-S)]=\delta\,dx$. Its integral is $\ln[S/(1-S)]$, so

$$
\frac{S_W}{1-S_W}=e^{\delta W}\frac{S_0}{1-S_0}.
$$

Above breakdown, these two relations fix $S_0$ between 0 and 1. The mean pair probability follows by integrating $d\ln a/dx=\alpha P$ across the layer. Since $a(W)=1$ and $a(0)=S_0$,

$$
\langle P\rangle=-\frac{\ln S_0}{\alpha W}.
$$

The nonzero solution branches off where $S_0=1-s$ with $s\to0$. Then $1-S_W\simeq(\beta/\alpha)s$, and the second relation becomes $\alpha/\beta=e^{\delta W}$. Breakdown thus begins at

$$
\alpha W=\frac{\ln(\alpha/\beta)}{1-\beta/\alpha}.
$$

The case $\alpha=\beta$ shows the behaviour near threshold. There $S$ is constant, and $-\ln S=\alpha WP$ gives $P=1-e^{-\alpha WP}$. For small $P$, the expansion $P\simeq\alpha WP-(\alpha WP)^2/2$ yields $P\simeq2(\alpha W-1)$ to leading order. The triggering probability rises linearly from zero at breakdown.

For the example, $\alpha=2.4$ µm⁻¹ and $\beta=0.6$ µm⁻¹. Thus $\alpha W=2.4$ lies above the breakdown value 1.848. These are model values. Common room-temperature fits for silicon give roughly $\alpha\approx1.8$–$2.1$ µm⁻¹ and $\beta\approx0.3$–$0.5$ µm⁻¹ at this field, which places a 1 µm layer very close to breakdown, with $\eta$ between zero and about 0.16. The absolute count rates below scale with $\eta$; the ratio of tunnelling to thermal counts does not depend on it. The boundary relations give $S_0=0.3679$ and $S_W=0.7788$, so $\langle P\rangle=1.000/2.4=0.417$. Averaging the two profiles gives

$$
\eta=0.313+0.134=0.447 .
$$

This is 7% above the pair value. The difference is $\langle P_eP_h\rangle=0.030$, the mean product of the two chances. It is small at this modest distance above breakdown and grows as both carriers become more likely to trigger. Direct integration of the differential equations confirms the averages. A simulation of branching avalanches gives 0.308, 0.131 and 0.408 for electrons, holes and pairs, within about 1.1 standard errors of the calculated values.

The thermal contribution is therefore

$$
R_{\rm th}=314.16\times0.4467\ \mathrm{s^{-1}}=140\ \mathrm{s^{-1}}.
$$

## Tunnelling out of the same traps

In emission over the band edge, the final energies $E'$ above the edge have relative weights $e^{-E'/kT}dE'/kT$, whose integral is one. The model now admits final energies at a depth $E$ below the edge, with the same attempt rate per unit energy. Their Boltzmann weight is larger, $e^{E/kT}$, but the carrier must still cross a barrier with transmission $D(E)$. A midgap trap lies $E_g/2$ below the edge, so the emission rate is multiplied by $1+\Gamma$, where

$$
\Gamma=\frac1{kT}\int_0^{E_g/2}e^{E/kT}D(E)\,dE .
$$

The uniform field makes the barrier triangular, with height $E-qFx'$ at distance $x'$ from the trap. It ends at $x'=E/(qF)$. In the WKB approximation, without a prefactor, $D$ is the exponential of minus

$$
\frac2\hbar\int_0^{E/qF}\!\!\sqrt{2m(E-qFx')}\,dx'
=\frac{2\sqrt{2m}}{\hbar qF}\int_0^E\!\sqrt w\,dw
=\frac{4\sqrt{2m}\,E^{3/2}}{3q\hbar F},
$$

where $w=E-qFx'$ and $m$ is the tunnelling mass. Setting $u=E/kT$,

$$
\Gamma=\int_0^U e^{\,u-Ku^{3/2}}du,\qquad
K=\frac{4\sqrt{2m}\,(kT)^{3/2}}{3q\hbar F},\qquad
U=\frac{E_g}{2kT}.
$$

With $m=0.25\,m_0$ and $E_g=1.12$ eV, $K=0.406$ and $U=21.7$. At the upper limit the exponent is about $-19$, so that limit may be moved to infinity. Expanding $e^u$ and substituting $t=Ku^{3/2}$, so that $du=\tfrac23K^{-2/3}t^{-1/3}dt$, gives

$$
\Gamma=\frac23\sum_{j=0}^{\infty}\frac{\Gamma_E\!\left(\frac{2(j+1)}3\right)}{j!}\,K^{-2(j+1)/3},
$$

where $\Gamma_E$ is Euler's gamma function. All terms are positive, which permits summing after integration. Series and quadrature both give $\Gamma=13.08$. At fields of about $10^3$ V/cm and below, far under those considered here, the first term dominates and, within this model, $\Gamma\propto F^{2/3}$. Over the fields tabulated below, $\Gamma$ rises more steeply.

### Which energies matter

The exponent $\phi=u-Ku^{3/2}$ is stationary when $1=\tfrac32K\sqrt u$, at $u_*=4/(9K^2)$. There $K\sqrt{u_*}=2/3$, so

$$
\phi_*=u_*-\tfrac23u_*=\frac{u_*}{3}=\frac4{27K^2},\qquad
\phi''_*=-\frac{3K}{4\sqrt{u_*}}=-\frac{9K^2}{8}.
$$

A Gaussian integral around this maximum contributes $\sqrt{2\pi/|\phi''_*|}=4\sqrt\pi/(3K)$. Define $f^2=\phi_*$, so $K=2/(3\sqrt3f)$. Then

$$
\Gamma\simeq2\sqrt{3\pi}\,f e^{f^2},\qquad
f=\frac F{F_\Gamma},\qquad
F_\Gamma=\frac{\sqrt{24m(kT)^3}}{q\hbar}.
$$

Here $F_\Gamma=3.69\times10^5$ V/cm. With the WKB weight, the most probable depth is $u_*kT=70$ meV, and the carrier tunnels 2.0 nm from there. This is tiny compared with the 1 µm layer, so the displacement does not affect its triggering probability appreciably.

The approximation gives $\Gamma=14.3$, which is 10% above the integral. The maximum lies at $u_*=2.70$, while the Gaussian standard deviation is $2\sqrt2/(3K)=2.32$. The Gaussian therefore extends past $u=0$, where the true integral stops. Cutting it there gives 12.6; the true integrand is skewed towards large $u$, which restores part of the loss. The formula needs both $u_*$ and $U-u_*$ to be well above this width; it is not a low-field formula.

### From emission to counts

With equal tunnelling masses, both emission rates acquire the same factor, and

$$
G=\frac{N_t}{\dfrac1{(1+\Gamma)e_n}+\dfrac1{(1+\Gamma)e_p}}
=(1+\Gamma)\frac{n_i}{\tau_g}.
$$

The equality matters. If one emission were enhanced and the other stayed at its thermal rate $e$, the cycle rate would grow by

$$
\frac{2/e}{1/[(1+\Gamma)e]+1/e}=\frac{2(1+\Gamma)}{2+\Gamma}<2 .
$$

The slow half of the cycle would then limit generation. For $\Gamma=13.08$ the gain would be 1.87 instead of 14.08.

Equal masses are an idealization. Silicon band masses range from about $0.16\,m_0$ to above $0.9\,m_0$ with band and direction, and unequal pairs from this range give cycle gains between about 5 and 25 with the WKB weight. In the symmetric case the complete estimate is

$$
R=AW\frac{n_i}{\tau_g}(1+\Gamma)\,\eta .
$$

The uniform field gives thermal and tunnelling events the same depth distribution, so $R_{\rm tun}/R_{\rm th}=\Gamma$. Numerically,

$$
R_{\rm tun}=13.08\times140\ \mathrm{s^{-1}}\simeq1.8\times10^3\ \mathrm{s^{-1}},
$$

and the total is about $2.0\times10^3$ s⁻¹, or 6.3 s⁻¹ per µm² of area.

## How firm is the comparison?

The WKB approximation requires a barrier exponent much larger than one, but at the most probable depth found above it is only $Ku_*^{3/2}=\tfrac23u_*=1.8$. An alternative weight comes from the Schrödinger equation in a linear potential. With $\theta=[(\hbar qF)^2/2m]^{1/3}$ and $z=E/\theta$, its decaying solution is the Airy function $\mathrm{Ai}(z)$. Replace $D$ by the density ratio $\mathrm{Ai}^2(z)/\mathrm{Ai}^2(0)$, normalized at the classical turning point. For large $z$,

$$
\mathrm{Ai}^2(z)\simeq\frac{e^{-4z^{3/2}/3}}{4\pi\sqrt z},
$$

and $\theta^{3/2}=\hbar qF/\sqrt{2m}$ makes this exponent identical to the WKB one. For large $z$ the two choices therefore differ only in the factor before the exponential, which for the Airy weight falls as $1/\sqrt z$. Neither is a full calculation of the trap's coupling to the band.

| $F$ (V/cm) | $\Gamma$, WKB | $\Gamma$, Airy |
|---:|---:|---:|
| $5\times10^4$ | 0.65 | 0.44 |
| $1\times10^5$ | 1.36 | 0.87 |
| $2\times10^5$ | 3.7 | 2.1 |
| $3\times10^5$ | 8.6 | 4.6 |
| $4\times10^5$ | 20 | 9.8 |

Tunnelling and thermal emission are equal at $0.76\times10^5$ V/cm with the WKB weight and at $1.1\times10^5$ V/cm with the Airy weight. The table compares emission rates. The chosen $\alpha$ and $\beta$ are assigned to the working field only and must not be carried down the table to obtain count rates.

At the working field, the Airy weight gives $\Gamma=6.7$ and 935 tunnelling counts per second. Doubling the mass to $0.5\,m_0$ lowers the result to $\Gamma=5.5$ with WKB and 3.1 with Airy, or 772 and 434 counts per second. All four variants put tunnelling above the thermal 140 s⁻¹, but they spread over a factor of about four. They are sample estimates, not upper and lower bounds, and they share one assumption: the weight is one at the edge and unchanged above it. A trap coupled to the local density of band states at its own position behaves differently. In the field that density is $(qF/\theta^2)\,\mathrm{Ai}^2(z)$ for motion along the field, below and above the edge alike. With $s=\theta/kT$ and $\int_{-\infty}^{\infty}e^{sz}\mathrm{Ai}^2(z)\,dz=e^{s^3/12}/(2\sqrt{\pi s})$, its Boltzmann integral is $\sqrt{2mkT}/(2\sqrt\pi\hbar)$, the zero-field value, times $e^{s^3/12}=e^{f^2}$. The total enhancement is then 2.46 for $0.25\,m_0$ and 1.57 for $0.5\,m_0$, or about 205 and 80 field-induced counts per second. With this weight the rate for $0.25\,m_0$ doubles only at $3.1\times10^5$ V/cm, and the low-field excess grows as $F^2$.

For this device, zero-field emission rates therefore underestimate the counts with every weight tried, but by a factor anywhere between about 1.6 and 14. Whether tunnelling dominates depends on how the trap couples to the band, which the model assumes rather than derives. One caution concerns the input: a lifetime inferred from generation at the same high field already contains $1+\Gamma$, and the factor must not be applied again.

Cooling changes the balance further. At fixed field and mass, $K\propto T^{3/2}$ falls and $U$ grows, so $\Gamma$ rises, while $n_i$ and the thermal rate fall. Tunnelling then takes a larger share of the counts.

## A mean rate from very few traps

The lifetime also determines how many traps are involved. With $\tau_n=\tau_g/2=5$ ms,

$$
N_t=\frac1{c\tau_n}=\frac1{10^{-8}\times5\times10^{-3}}\ \mathrm{cm^{-3}}
=2\times10^{10}\ \mathrm{cm^{-3}},
$$

so the mean number in the volume is $N=N_tV=6.3$. A smooth generation density describes an average over many devices, not each device.

Suppose the traps are placed independently and uniformly. Divide the layer into thin slices, whose trap numbers are independent Poisson variables with variance equal to mean. With $g=P_e+P_h$, the summed triggering weight has mean $N\langle g\rangle$ and variance $N\langle g^2\rangle$. The relative standard deviation of the device rate is

$$
\frac{\sqrt{\langle g^2\rangle/N}}{\langle g\rangle}=0.41 .
$$

A simulated population of devices reproduces both the mean rate and this spread. For fixed $\tau_g$, a larger capture cross-section means fewer, faster traps: the mean rate stays the same, but the relative spread grows.

The estimate leaves out carriers diffusing from neutral regions, afterpulsing, band-to-band tunnelling, barrier lowering by a charged trap, and lattice relaxation during emission. The first three add counts through other channels; the last two alter the emission rate itself. Barrier lowering is not small: a trap that alternates between neutral and singly charged releases one of its two carriers from an attracting centre, whose barrier drops by about 130 meV, or $5kT$, at the working field. This breaks the symmetry assumed above. Since the other emission then limits the cycle, the rate rises by less than a factor of two. A non-uniform field requires $\Gamma(x)$ to be kept inside the depth average together with $P_e(x)+P_h(x)$, since strong emission and efficient triggering need not occur at the same place. The numerical output below gives the values used here.

## Computed values

```
temperature: 300 K; kT: 25.852 meV
diameter: 20 um; width: 1.0 um
area: 314.16 um^2; volume: 314.16 um^3
volume: 3.1416e-10 cm^3
field: 3.50e+05 V/cm
voltage across layer: 35.0 V
intrinsic density: 1.0e+10 cm^-3
generation lifetime: 10.0 ms
generation density: 1.000e+12 cm^-3 s^-1
thermal trap cycles in volume: 314.16 s^-1
alpha: 2.40 um^-1; beta: 0.60 um^-1
alpha W: 2.400; breakdown value: 1.8484
S_0: 0.36789; S_W: 0.77881
P_e at x=0: 0.6321; P_h at x=W: 0.2212
mean P_e: 0.3131; mean P_h: 0.1336
eta, counts per trap cycle: 0.4467
mean pair probability: 0.4167
simulated mean P_e, P_h, pair: 0.3078, 0.1308, 0.4083
thermal dark counts: 140.3 s^-1
same with pair probability: 130.9 s^-1
eta / pair probability: 1.0721
tunnelling mass: 0.25 m0; gap: 1.12 eV
K: 0.4056; U: 21.662
field scale F_Gamma: 3.688e+05 V/cm
most probable tunnelling depth: 69.8 meV
tunnelling length there: 2.00 nm
Gamma (quadrature): 13.075
Gamma (series): 13.075
Gamma (saddle point): 14.337
tunnelling dark counts: 1835 s^-1
total dark counts: 1975 s^-1
total per area: 6.287 s^-1 um^-2
F = 5.0e+04 V/cm: Gamma WKB 0.653, Airy 0.438, saddle 0.848
F = 1.0e+05 V/cm: Gamma WKB 1.355, Airy 0.870, saddle 1.792
F = 2.0e+05 V/cm: Gamma WKB 3.655, Airy 2.147, saddle 4.467
F = 3.0e+05 V/cm: Gamma WKB 8.565, Airy 4.582, saddle 9.677
F = 4.0e+05 V/cm: Gamma WKB 20.157, Airy 9.769, saddle 21.585
field for Gamma=1, WKB: 7.640e+04 V/cm
field for Gamma=1, Airy: 1.132e+05 V/cm
mass 0.25 m0, working field: WKB 13.075, Airy 6.661
  tunnelling counts: WKB 1835, Airy 935 s^-1
mass 0.50 m0, working field: WKB 5.503, Airy 3.095
  tunnelling counts: WKB 772, Airy 434 s^-1
capture cross-section: 1.0e-15 cm^2
thermal speed: 1.0e+07 cm/s
trap density: 2.00e+10 cm^-3
mean number of traps in volume: 6.28
thermal emission rate per trap: 100.0 s^-1
mean wait, thermal: 10.00 ms
mean wait with tunnelling: 0.710 ms
dead time used in test: 100 ns
relative device-to-device spread: 0.414
```
